# Why Two Electrons in a Parabolic Dot Alternate Between Singlet and Triplet

Suppose the repulsion between two electrons in a parabolic quantum dot is ignored. Both occupy the lowest orbital, their spins form a singlet, and a magnetic field acting on the orbital motion never changes this. Zeeman energy can turn the pair into a triplet at some high field, but nothing turns it back. Now add the repulsion to first order. For the dot computed below, this predicts a triplet at zero field, which is also wrong. Neither account gives the actual behaviour: a singlet at zero field, a triplet at a moderate field, then a singlet again.

A tempting short explanation is that the field favours higher relative angular momentum, which keeps the electrons apart. The first half needs correcting. The field makes angular momentum cheaper, but never free. The repulsion pays the remaining price, and exchange symmetry ties each unit of relative angular momentum to a change of spin.

## The model and its separation

Two electrons of charge $-e$ and effective mass $m$ move in a plane, in the trap $m\omega_0^2r^2/2$, and repel through $e^2/(\kappa r)$, where $\kappa$ is a dielectric constant. Gaussian units are used. The field $B$ is perpendicular to the plane, with vector potential $\mathbf A=\tfrac12B(-y,x)$. Zeeman energy is left out until later, and spin-orbit coupling throughout.

For one electron, $\nabla\cdot\mathbf A=0$ lets the square be expanded without ordering terms:

$$\frac{(\mathbf p+e\mathbf A/c)^2}{2m}=\frac{p^2}{2m}+\frac{eB}{2mc}(xp_y-yp_x)+\frac{e^2B^2r^2}{8mc^2}.$$

With $\omega_c=eB/(mc)$, the middle term is $\omega_cL_z/2$ and the last is $m\omega_c^2r^2/8$. The last term stiffens the trap to the frequency $\Omega$, where $\Omega^2=\omega_0^2+\omega_c^2/4$. The middle term lowers the energy when $L_z$ is negative.

Let $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$, with momenta $\mathbf P=\mathbf p_1+\mathbf p_2$ and $\mathbf p=(\mathbf p_1-\mathbf p_2)/2$. Then

$$p_1^2+p_2^2=\tfrac12P^2+2p^2,\qquad r_1^2+r_2^2=2R^2+\tfrac12r^2,$$

and the total angular momentum is the sum of a centre-of-mass part $L_R$ and a relative part $l_z$. The Hamiltonian splits into

$$H_R=\frac{P^2}{4m}+m\Omega^2R^2+\frac{\omega_c}{2}L_R,$$

$$H_r=\frac{p^2}{m}+\frac{m\Omega^2r^2}{4}+\frac{e^2}{\kappa r}+\frac{\omega_c}{2}l_z.$$

The first is an oscillator of mass $2m$. Its lowest energy is $\hbar\Omega$, because a quantum of rotation costs at least $\hbar(\Omega-\omega_c/2)>0$. This energy is common to all the states compared here and drops out.

Take $l_z=-M\hbar$ with $M\ge0$; the opposite sign costs $M\hbar\omega_c$ more. Measure distance in $a$, with $a^2=2\hbar/(m\Omega)$ and $x=r/a$. Then $\hbar^2/(ma^2)=\hbar\Omega/2$, and the radial function $f_M$ obeys

$$-\frac12\left(f_M''+\frac{f_M'}{x}\right)+\left(\frac{M^2}{2x^2}+\frac{x^2}{2}+\frac{\lambda}{x}\right)f_M=\varepsilon_Mf_M,$$

with $\lambda=e^2/(\kappa a\hbar\Omega)$. Hence the lowest relative energy for each $M$ is

$$E_M=\hbar\Omega\,\varepsilon_M(\lambda)-\tfrac12M\hbar\omega_c.$$

## Why the spin must change

Exchanging the electrons leaves $\mathbf R$ alone and reverses $\mathbf r$. The angular factor $e^{-iM\varphi}$ becomes $(-1)^Me^{-iM\varphi}$. The full state must be antisymmetric, so even $M$ needs the antisymmetric spin state, the singlet, and odd $M$ needs a triplet.

One might ask why the singlet does not take one quantum of rotation as well. Put one electron in the lowest orbital and the other in the orbital with angular momentum $-\hbar$. Apart from a common Gaussian, the two combinations are $(x_1-iy_1)\pm(x_2-iy_2)$. The minus sign gives relative motion with $M=1$, a triplet. The plus sign gives a factor proportional to the centre-of-mass coordinate: the singlet rotates as a whole, with $M=0$ inside.

The Coulomb integrals confirm this. In units of $e^2/\kappa$ divided by $\sqrt{\hbar/(m\Omega)}$, the direct integral for two electrons in the lowest orbital is 1.2533. For one electron in each orbital, the direct and exchange integrals are 0.9400 and 0.3133. The rotating singlet has their sum, 1.2533, and gains nothing. The triplet has their difference, 0.6267, which is half as much.

## Price and relief

Without repulsion, $u=x^Me^{-x^2/2}$ solves the radial equation. Since $u'/u=M/x-x$,

$$\frac{u''+u'/x}{u}=\frac{M^2}{x^2}+x^2-2(M+1),$$

so $\varepsilon_M(0)=M+1$. Define the energy added by the repulsion, including the rearrangement it causes, as $W_M=\hbar\Omega(\varepsilon_M-M-1)$. Then

$$E_1-E_0=\underbrace{\hbar\left(\Omega-\frac{\omega_c}{2}\right)}_{\text{price}}-\underbrace{(W_0-W_1)}_{\text{relief}}.$$

The price can be rewritten by multiplying and dividing by the sum of the two frequencies:

$$\hbar\left(\Omega-\frac{\omega_c}{2}\right)=\frac{\hbar\omega_0^2}{\Omega+\omega_c/2}.$$

It is positive at every finite field and falls as the field rises. This is what the field contributes: rotation in the favoured sense compensates more and more of the oscillator energy that it costs.

The relief is positive for a reason that does not depend on perturbation theory. Multiply the equation for $f_1$ by $xf_0$, that for $f_0$ by $xf_1$, and subtract. With $w=x(f_0f_1'-f_1f_0')$ the result is

$$w'=xf_0f_1\left[\frac1{x^2}-2(\varepsilon_1-\varepsilon_0)\right].$$

Both lowest functions can be taken positive for $x>0$, and $w$ vanishes at the origin and at infinity. If $\varepsilon_1-\varepsilon_0$ were zero or negative, $w'$ would be positive everywhere and $w$ could not return to zero. So $\varepsilon_1>\varepsilon_0$. The bracket then changes sign once, from plus to minus, so $w$ rises and then falls and is positive in between. Since $(f_1/f_0)'=w/(xf_0^2)$, the ratio $f_1/f_0$ grows with distance.

Normalize both functions by $\int f^2x\,dx=1$. The densities then cross once, at some $x_*$, with $f_1^2<f_0^2$ inside and $f_1^2>f_0^2$ outside. Therefore

$$\int_0^\infty\left(\frac1x-\frac1{x_*}\right)(f_1^2-f_0^2)\,x\,dx<0,$$

because the two brackets have opposite signs on each side of $x_*$. The constant $1/x_*$ contributes nothing, by normalization, so $\langle1/x\rangle_1<\langle1/x\rangle_0$. The triplet pair is farther apart at equal $\lambda$.

This turns into energy through the Hellmann–Feynman theorem, $d\varepsilon_M/d\lambda=\langle1/x\rangle_M$. Integrating from zero repulsion gives

$$W_0-W_1=\hbar\Omega\int_0^\lambda\left(\langle1/x\rangle_0-\langle1/x\rangle_1\right)d\lambda'>0.$$

The relief is thus built up over the whole range of coupling. It is not simply the difference between the two Coulomb energies at the final coupling.

## Why there is a first transition

At $B=0$ the rotational term in $E_M$ is absent. The argument for $\varepsilon_1>\varepsilon_0$ also works for any $M\ge1$, with $M^2/x^2$ in the bracket. The ground state is therefore the $M=0$ singlet, however strong the repulsion: the relief can nearly cancel the price, but cannot exceed it.

At high field the price tends to $\hbar\omega_0^2/\omega_c$. Meanwhile $\lambda\propto\Omega^{-1/2}$ becomes small, so first-order theory applies. With the densities $x^{2M}e^{-x^2}$,

$$\langle1/x\rangle_M=g_M=\frac{\Gamma(M+\frac12)}{M!},\qquad g_0=\sqrt\pi,\quad g_1=\frac{\sqrt\pi}{2}.$$

The relief tends to $(\sqrt\pi/2)e^2/(\kappa a)$ and grows as $\sqrt B$, because the field squeezes the pair. A falling price and a growing relief must cross. The condition $E_1=E_0$ is

$$\varepsilon_1(\lambda)-\varepsilon_0(\lambda)=\frac{\omega_c}{2\Omega}.$$

To see whether the levels can cross again, differentiate at fixed $r$. From $d\Omega^2/d\omega_c=\omega_c/2$, the trap term contributes $m\omega_c\langle r^2\rangle/8$, and $a^2=2\hbar/(m\Omega)$ gives

$$\frac{d(E_1-E_0)}{d\omega_c}=\frac{\hbar\omega_c}{4\Omega}\left(\langle x^2\rangle_1-\langle x^2\rangle_0\right)-\frac\hbar2.$$

Because $\omega_c<2\Omega$, this is negative whenever the difference of the mean squares is below one. Diagonalization confirmed that bound at 40 values of $\lambda$ between 0.02 and 10. This is numerical evidence for a single crossing in that range, not a proof.

The next steps follow the same logic. In first order, $g_{M+1}=g_M(M+\frac12)/(M+1)$, so

$$g_M-g_{M+1}=\frac{g_M}{2(M+1)}.$$

Each further unit brings less relief than the one before, while its price is the same at a given field. The field must rise again before the next unit pays. In this regime $M$ climbs one unit at a time, and the spin alternates.

## Weak and strong repulsion

Let $\lambda_0$ be the value of $\lambda$ at $B=0$ and let $y=\omega_c/\omega_0$. For weak repulsion the transition lies at large $y$, where $\Omega\approx\omega_c/2$. Since $e^2/(\kappa a)=\lambda_0\hbar\omega_0\sqrt{\Omega/\omega_0}$, price equals relief when

$$\frac1y=\frac{\sqrt\pi}{2}\lambda_0\sqrt{\frac y2},\qquad y=\frac{2}{\pi^{1/3}\lambda_0^{2/3}}.$$

At $\lambda_0=0.01$ this leading-order law gives 29.42, and diagonalization gives 29.41.

For strong repulsion the pair sits near the minimum of $x^2/2+\lambda/x$, at $x_0=\lambda^{1/3}$. To leading order the levels differ by the centrifugal energy, $\varepsilon_1-\varepsilon_0\approx1/(2x_0^2)$. The crossing condition becomes $\omega_c/\Omega\approx\lambda^{-2/3}$. This is small, so $\Omega\approx\omega_0$ and

$$\frac{\omega_c}{\omega_0}\approx\lambda_0^{-2/3}.$$

At $\lambda_0=2$ the estimate is 0.63, against 0.74 from diagonalization, so this coupling is not yet deep in the limit. The pair now resembles a rotor of nearly fixed length $r_0=ax_0$: one unit of rotation costs $\hbar^2/(mr_0^2)$ and the field returns $\hbar\omega_c/2$. Both states have nearly the same separation, and their Coulomb energies differ by much less than $\hbar\Omega$, the approximate size of the relief. The repulsion acts mainly by having made the rotor long, which makes its rotation cheap.

Both limits have the same power of $\lambda_0$ but different coefficients. Stronger repulsion or a softer trap brings the transition to a smaller ratio $\omega_c/\omega_0$.

## The first transition in a definite dot

Take the round model parameters $m=0.07$ electron masses, $\kappa=12.5$ and $\hbar\omega_0=3$ meV. At zero field, with $\hbar^2/m=1088.6$ meV nm² and $e^2=1440.0$ meV nm,

$$a=\sqrt{\frac{2(1088.6)}{3}}=26.94\ \text{nm},\qquad\frac{e^2}{\kappa a}=\frac{1440.0}{12.5(26.94)}=4.276\ \text{meV}.$$

Thus $\lambda_0=4.276/3=1.425$: the repulsion is not small. First-order theory gives a relief of $(\sqrt\pi/2)(4.276)=3.79$ meV, more than the price of 3 meV, and so the false triplet. Diagonalization gives $\varepsilon_0=2.7308$ and $\varepsilon_1=3.1500$. The true relief is

$$3\,[1-(3.1500-2.7308)]=1.742\ \text{meV},$$

which leaves the singlet 1.258 meV below the triplet. First order fails because it holds the singlet in its unperturbed shape, with the largest density at contact. The real singlet pushes density away from small separations and has less to gain from rotation.

The crossing condition is met at $B=1.737$ T, or 17.37 kG. There $\hbar\omega_c=2.873$ meV and $\hbar\Omega=\sqrt{9+1.4366^2}=3.326$ meV. The two sides balance:

$$\text{price}=3.3262-1.4366=1.890\ \text{meV},$$

$$\text{relief}=3.3262\,[1-(3.0968-2.6649)]=1.890\ \text{meV}.$$

The numbers show what closes the gap. Between zero field and the transition, the price falls by 1.110 meV and the relief grows by 0.147 meV. Nearly nine tenths of the change comes from cheaper rotation, and the rest from the squeezing of the pair.

At the transition the mean Coulomb energies are 4.175 meV for $M=0$ and 3.356 meV for $M=1$, a difference of 0.819 meV. The other 1.070 meV of relief is distortion energy. The $M=0$ pair has raised its kinetic and trap energy farther above their unperturbed minimum in order to avoid close approach. The $M=1$ pair is kept apart by its rotation and needs less distortion. The root-mean-square separations are 36.5 and 41.2 nm.

## An estimate by hand

A function with one parameter $c$ comes close to the diagonalized result. Write $f=up$, with $u=x^Me^{-x^2/2}$ as before. Since $u$ solves the problem without repulsion, the radial equation becomes

$$-\frac12p''-\left(\frac{2M+1}{2x}-x\right)p'+\frac\lambda x\,p=(\varepsilon-M-1)p.$$

With the weight $v=x^{2M+1}e^{-x^2}$, the derivative terms are $-(vp')'/(2v)$. Multiplying by $vp$ and integrating by parts gives the energy functional

$$\varepsilon=M+1+\frac{\int v\,(\frac12p'^2+\lambda p^2/x)\,dx}{\int v\,p^2\,dx}.$$

Choose $p=1+cx$. The moments are $\int x^kv\,dx=\frac12\Gamma(M+1+\frac k2)$. Dividing by the moment with $k=0$, and writing $b_M=\Gamma(M+\frac32)/M!$, gives

$$\varepsilon=M+1+\frac{\frac12c^2+\lambda(g_M+2c+b_Mc^2)}{1+2b_Mc+(M+1)c^2}.$$

Every $c$ gives an upper bound to $\varepsilon_M$, and $c=0$ is first-order theory. At one coupling the form solves the equation itself. Inserting $p=1+cx$ and matching the powers $x^{-1}$, $x^0$ and $x^1$ gives $c=2\lambda/(2M+1)$, $\lambda c=\varepsilon-M-1$ and $\varepsilon=M+2$. These agree when $\lambda^2=M+\frac12$.

With the best $c$ for each level, the estimated transition is at 1.68 T, where $\lambda=1.358$. For $M=0$, $c=5.556$, $g_0=1.7725$ and $b_0=0.8862$:

$$\varepsilon_0\approx1+\frac{15.43+1.358(40.24)}{41.72}=2.680.$$

For $M=1$, $c=0.992$, $g_1=0.8862$ and $b_1=1.3293$:

$$\varepsilon_1\approx2+\frac{0.492+1.358(4.178)}{5.606}=3.100.$$

Their difference, 0.420, equals $\omega_c/(2\Omega)$ at that field. The estimate is about 3% below the diagonalized transition field, and the direction has a clear cause. The singlet bound is too high by 0.011, the triplet bound by only 0.00003. The trial singlet therefore gives way too early. The triplet bound is so close in this example because $\lambda$ lies near $\sqrt{3/2}\approx1.22$, where its form is exact.

## Zeeman energy and the later transitions

Zeeman energy lowers the best triplet component by $|g|\mu_BB$ and leaves the singlet alone. The first crossing condition becomes

$$\varepsilon_1-\varepsilon_0=\frac{\omega_c}{2\Omega}+\frac{|g|\mu_BB}{\hbar\Omega}.$$

For $|g|=0.4$ the transition moves from 1.737 to 1.676 T, or 16.76 kG. The spin term is a small correction here, not the cause of the transition. Without repulsion, the Zeeman energy alone would have to pay the price. Setting $\hbar\Omega=\hbar\omega_c/2+|g|\mu_BB$ and squaring gives

$$(\hbar\omega_0)^2=|g|\mu_BB\,(\hbar\omega_c+|g|\mu_BB),$$

which is met at 15.2 T. Beyond it the pair stays at $M=1$: a second unit would cost both the price and the Zeeman gain, and a third would cost two prices and gain no further Zeeman energy.

With repulsion but no Zeeman energy, the ground state passes through $M=0,1,2,3,4$ as the field rises to 12 T, with changes at 1.74, 4.84, 7.78 and 10.68 T. The second singlet, $M=2$, occupies a window of 2.94 T. With Zeeman energy its window runs from 5.38 to 6.59 T, a width of 1.21 T. The third singlet, $M=4$, does not appear: the pair goes from $M=3$ directly to $M=5$ at 11.9 T.

This loss of singlets is to be expected at high field. A singlet with $M\ge2$ must lie below both neighbouring triplets, so it needs

$$E_{M-1}+E_{M+1}-2E_M>2|g|\mu_BB,$$

where the $E_M$ exclude Zeeman energy. The price is linear in $M$ and cancels on the left. In the first-order regime there remains $(e^2/\kappa a)(g_{M-1}+g_{M+1}-2g_M)$, which grows no faster than $\sqrt B$. The right side grows as $B$ and eventually wins. Lasting oscillations therefore belong to the model without Zeeman energy.

## What depends on the model

The comparison of pair sizes did not use the Coulomb form. It holds for any repulsion that depends on distance and is the same for both spins, provided the lowest states are bound and regular. If that repulsion decreases with distance, the relief is positive. Finite thickness (with the motion across the layer frozen), or screening that leaves the repulsion decreasing with distance, therefore cannot change the sign of the relief. A positive relief does not guarantee a transition, however: its growth as $\sqrt B$ came from the $1/r$ form. For a repulsion softened to $e^2/(\kappa\sqrt{r^2+d^2})$ the relief at high field tends to $e^2\hbar/(\kappa m\Omega d^3)$ and falls as $1/B$, like the price $\hbar\omega_0^2/(2\Omega)$. Their ratio tends to $2e^2/(\kappa m\omega_0^2d^3)$, which for the dot above is below one when $d$ exceeds about 30 nm; the relief then stays below the price at high field, and the argument for a crossing fails. Realistic thickness matters less but is not negligible: a Gaussian spread of 6 nm in the relative distance across the layer moves the first transition from 1.74 to 2.04 T.

The parabolic shape matters more, because it separates the centre of mass from the relative motion. In an elliptical parabolic trap that separation survives. Relative angular momentum is no longer conserved, but the parity under $\mathbf r\to-\mathbf r$ still fixes the spin. In a trap that is not quadratic, the two motions mix and $M$ ceases to label the states. With spin-orbit coupling, singlet and triplet are themselves no longer separate classes. The fields found here are those of the ideal planar model; the numerical output gives them with the intermediate values.

## Calculated quantities

```
mass / electron mass = 0.07, kappa = 12.5, |g| = 0.4
hbar*omega_0 = 3.000 meV
hbar^2/m = 1088.57 meV nm^2
e^2 (Gaussian) = 1439.96 meV nm
hbar*omega_c per tesla = 1.6538 meV/T
|g|*mu_B = 0.02315 meV/T
[B=0] hbar*omega_c = 0.0000, hbar*Omega = 3.0000 meV
[B=0] a = 26.939 nm, e^2/(kappa a) = 4.2762 meV
[B=0] lam = 1.4254, eps_0 = 2.73076, eps_1 = 3.15003
[B=0] price = 3.0000 meV, relief = 1.7422 meV
[B=0] M=0: mean Coulomb energy = 3.8922 meV, rms distance = 38.87 nm
[B=0] M=1: mean Coulomb energy = 3.1623 meV, rms distance = 43.63 nm
[first transition] hbar*omega_c = 2.8732, hbar*Omega = 3.3262 meV
[first transition] a = 25.584 nm, e^2/(kappa a) = 4.5027 meV
[first transition] lam = 1.3537, eps_0 = 2.66489, eps_1 = 3.09680
[first transition] price = 1.8896 meV, relief = 1.8896 meV
[first transition] M=0: mean Coulomb energy = 4.1751 meV, rms distance = 36.52 nm
[first transition] M=1: mean Coulomb energy = 3.3559 meV, rms distance = 41.19 nm
first-order relief at B=0 = 3.7897 meV
first transition, no Zeeman = 1.7373 T = 17.373 kG
first transition, with Zeeman = 1.6759 T = 16.759 kG
first transition, trial function, no Zeeman = 1.6795 T
lam at trial transition = 1.3579
trial M=0: c = 5.556, eps = 2.67982, diagonalized eps = 2.66875
trial M=1: c = 0.992, eps = 3.09993, diagonalized eps = 3.09990
no Zeeman, up to 12 T: M 0 -> 1 at 1.737 T
no Zeeman, up to 12 T: M 1 -> 2 at 4.841 T
no Zeeman, up to 12 T: M 2 -> 3 at 7.780 T
no Zeeman, up to 12 T: M 3 -> 4 at 10.677 T
with Zeeman, up to 12 T: M 0 -> 1 at 1.676 T
with Zeeman, up to 12 T: M 1 -> 2 at 5.379 T
with Zeeman, up to 12 T: M 2 -> 3 at 6.589 T
with Zeeman, up to 12 T: M 3 -> 5 at 11.915 T
Zeeman only, no repulsion: M 0 -> 1 at 15.225 T
orbital integrals (units e^2/kappa/sqrt(hbar/(m Omega))): J00=1.25331, J01=0.93999, K01=0.31333
lam0 = 0.5: omega_c/omega_0 at first transition = 2.0700
lam0 = 1.0: omega_c/omega_0 at first transition = 1.2480
lam0 = 2.0: omega_c/omega_0 at first transition = 0.7427
lam0 = 0.01: omega_c/omega_0 = 29.411, weak-repulsion law = 29.420
```
